# The counting limit on locating a Gaussian edge peak: a numerical check

```python
# Result under test: for a background-free Gaussian peak observed as a Poisson
# process, an unbiased position estimate has standard deviation >= w/sqrt(N).
# w: standard deviation of the peak (nm); N: expected number of electrons;
# x0: peak position (nm). Information means Fisher information (1/nm^2).
# Also tested: attainment, unknown parameters, pixels, background, bunching, skew.
import numpy as np
from scipy.constants import e as elementary_charge
from scipy.integrate import quad
from scipy.special import gammaln, ndtr, xlogy


def pixel_means(center, total, width, edges, flat=0.0):
    """Expected counts per pixel; flat is a background density in 1/nm."""
    return total * np.diff(ndtr((edges - center) / width)) + flat * np.diff(edges)


def poisson_table(means, max_count):
    n = np.arange(max_count + 1)
    m = np.asarray(means)[..., None]
    return np.exp(xlogy(n, m) - m - gammaln(n + 1))


def bunched_table(means, primaries, max_count):
    """Poisson primaries, each releasing a Poisson number of electrons."""
    k = np.arange(91)
    weights = poisson_table(np.array(primaries), 90)
    table = poisson_table(np.outer(means / primaries, k), max_count)
    return np.einsum("k,pkn->pn", weights, table)


def fisher_matrix(distribution, parameters, steps):
    """Information from finite differences of the count probabilities."""
    parameters = np.array(parameters, dtype=float)
    base = distribution(*parameters)
    assert np.allclose(base.sum(axis=1), 1.0, atol=1e-9)
    keep = base > 1e-200
    slopes = []
    for i, step in enumerate(steps):
        shift = np.zeros(len(parameters))
        shift[i] = step
        difference = distribution(*(parameters + shift))
        difference = difference - distribution(*(parameters - shift))
        slopes.append(difference[keep] / (2 * step))
    return np.array([[np.sum(a * b / base[keep]) for b in slopes]
                     for a in slopes])


def simulate(rng, expected, trials, center, width):
    """Counts and sums of individually drawn electron positions."""
    counts = rng.poisson(expected, trials)
    positions = rng.normal(center, width, counts.sum())
    owner = np.repeat(np.arange(trials), counts)
    return counts, np.bincount(owner, weights=positions, minlength=trials)


def mean_inverse_count(expected):
    """Mean of 1/n for Poisson n, given that n is at least one."""
    n = np.arange(1, 600)
    p = np.exp(xlogy(n, expected) - expected - gammaln(n + 1))
    return np.sum(p / n) / (-np.expm1(-expected))


# Example inputs: rough typical values for a low-voltage CD-SEM
w = 2.0
pixel = 0.8
current = 10e-12
dwell = 20e-9
frames = 16
peak_yield = 1.0
flat_yield = 0.5
x0 = 0.3
target = 0.1
primaries = current * dwell * frames / elementary_charge
N = primaries / pixel * peak_yield * np.sqrt(2 * np.pi) * w
flat = primaries / pixel * flat_yield
bound = w / np.sqrt(N)
ideal_information = N / w**2

# Information from the count distribution on fine pixels
fine = np.linspace(-12, 12, 241)
matrix = fisher_matrix(
    lambda c, t, s: poisson_table(pixel_means(c, t, s, fine), 60),
    [x0, N, w], [1e-3, 1e-2, 1e-3])
fine_ratio = matrix[0, 0] / ideal_information
assert abs(fine_ratio - 1) < 5e-4
sd_unknown = np.sqrt(np.linalg.inv(matrix)[0, 0])
assert abs(sd_unknown / bound - 1) < 5e-4

# A one-sided cut must break the decoupling from N and w
cut_edges = np.linspace(x0 - 12, x0 + w, 141)
cut = fisher_matrix(
    lambda c, t, s: poisson_table(pixel_means(c, t, s, cut_edges), 60),
    [x0, N, w], [1e-3, 1e-2, 1e-3])
sd_cut_known = 1 / np.sqrt(cut[0, 0])
sd_cut_unknown = np.sqrt(np.linalg.inv(cut)[0, 0])
assert sd_cut_unknown > 1.3 * sd_cut_known

# Second moment of the shifted likelihood ratio, by explicit count sums
small_N = 3.0
shift = 0.5 * w
ratio_edges = np.linspace(-6 * w, 6 * w, 241)
p_base = poisson_table(pixel_means(0, small_N, w, ratio_edges), 12)
p_shift = poisson_table(pixel_means(shift, small_N, w, ratio_edges), 12)
ratio_sum = np.prod(np.sum(p_shift**2 / p_base, axis=1)) - 1
ratio_formula = np.expm1(small_N * np.expm1((shift / w)**2))
assert abs(ratio_sum / ratio_formula - 1) < 2e-3
finite_shift_sd = shift / np.sqrt(ratio_sum)
assert finite_shift_sd < w / np.sqrt(small_N)

# Estimators at low count, where empty records matter
rng = np.random.default_rng(71)
counts, sums = simulate(rng, small_N, 400000, x0, w)
reference_sds = []
for reference in (x0, x0 + w):
    estimate = reference + (sums - counts * reference) / small_N
    expected_sd = np.sqrt((w**2 + (x0 - reference)**2) / small_N)
    assert abs(estimate.mean() - x0) < 6 * expected_sd / np.sqrt(len(counts))
    assert abs(estimate.std() / expected_sd - 1) < 0.01
    reference_sds.append(estimate.std())
seen = counts > 0
centroid = sums[seen] / counts[seen]
small_centroid_sd = w * np.sqrt(mean_inverse_count(small_N))
conditional_bound = w * np.sqrt(-np.expm1(-small_N) / small_N)
assert abs(centroid.std() / small_centroid_sd - 1) < 0.01
assert small_centroid_sd > conditional_bound
fallback = x0 + 5.0
filled = np.where(seen, sums / np.maximum(counts, 1), fallback)
empty_bias = np.exp(-small_N) * (fallback - x0)
assert abs(filled.mean() - x0 - empty_bias) < 0.02

# Centroid at the example's count
counts, sums = simulate(rng, N, 40000, x0, w)
assert counts.min() > 0
simulated_sd = np.std(sums / counts)
centroid_sd = w * np.sqrt(mean_inverse_count(N))
assert abs(simulated_sd / centroid_sd - 1) < 0.02
assert centroid_sd > bound

# Finite pixels
edges = np.linspace(-12, 12, 31)
assert np.isclose(edges[1] - edges[0], pixel)
pixel_info = fisher_matrix(
    lambda c: poisson_table(pixel_means(c, N, w, edges), 220),
    [x0], [1e-3])[0, 0]
pixel_ratio = pixel_info / ideal_information
pixel_loss = pixel**2 / (12 * w**2)
assert abs(pixel_ratio - (1 - pixel_loss)) < 2 * pixel_loss**2

# Flat background: continuous integral against count distributions
def background_integrand(x):
    density = N / (np.sqrt(2 * np.pi) * w) * np.exp(-x**2 / (2 * w**2))
    return (density * x / w**2)**2 / (density + flat)


background_info = quad(background_integrand, -20, 20, epsabs=1e-10)[0]
background_matrix = fisher_matrix(
    lambda c, t, s, b: poisson_table(pixel_means(c, t, s, fine, b), 60),
    [x0, N, w, flat], [1e-3, 1e-2, 1e-3, 1e-3])
assert abs(background_matrix[0, 0] / background_info - 1) < 2e-3
assert background_info < ideal_information
background_sd = 1 / np.sqrt(background_info)
background_unknown_sd = np.sqrt(np.linalg.inv(background_matrix)[0, 0])
assert abs(background_unknown_sd / background_sd - 1) < 3e-3

# Bunched secondary emission, without and with background
bunched_sds = []
for level in (0.0, flat):
    means = pixel_means(x0, N, w, edges, level)
    table = bunched_table(means, primaries, 260)
    n = np.arange(261)
    first = table @ n
    variance = table @ n**2 - first**2
    assert np.allclose(first, means, rtol=1e-6, atol=1e-10)
    assert np.allclose(variance, means * (1 + means / primaries),
                       rtol=1e-6, atol=1e-10)
    info = fisher_matrix(
        lambda c: bunched_table(pixel_means(c, N, w, edges, level),
                                primaries, 260), [x0], [1e-3])[0, 0]
    poisson_info = fisher_matrix(
        lambda c: poisson_table(pixel_means(c, N, w, edges, level), 260),
        [x0], [1e-3])[0, 0]
    slope = (pixel_means(x0 + 1e-3, N, w, edges, level)
             - pixel_means(x0 - 1e-3, N, w, edges, level)) / 2e-3
    variance_only = np.sum(slope**2 / variance)
    assert variance_only * (1 - 1e-5) <= info < poisson_info
    bunched_sds.append(1 / np.sqrt(info))

# Skewed peak fitted by a symmetric Gaussian: the fit returns the centroid
left_width, right_width = 0.9 * w, 1.1 * w


def skewed(x):
    side = left_width if x < 0 else right_width
    return np.exp(-x**2 / (2 * side**2))


area = quad(skewed, -25, 0)[0] + quad(skewed, 0, 25)[0]
moment = (quad(lambda x: x * skewed(x), -25, 0)[0]
          + quad(lambda x: x * skewed(x), 0, 25)[0])
skew_bias = moment / area
assert np.isclose(skew_bias, np.sqrt(2 / np.pi) * (right_width - left_width),
                  rtol=1e-6)

rows = [
    ("peak standard deviation w", w, "nm"),
    ("peak full width at half maximum", w * np.sqrt(8 * np.log(2)), "nm"),
    ("pixel width", pixel, "nm"),
    ("beam current", current * 1e12, "pA"),
    ("dwell time per pixel and frame", dwell * 1e9, "ns"),
    ("number of frames", frames, "(count)"),
    ("primary electrons per pixel", primaries, "(count)"),
    ("excess yield at peak", peak_yield, "electrons/primary"),
    ("expected peak electrons N", N, "(count)"),
    ("position information N/w^2", ideal_information, "1/nm^2"),
    ("position bound w/sqrt(N)", bound, "nm"),
    ("position bound w/sqrt(N), converted", bound * 1000, "pm"),
    ("target standard deviation", target, "nm"),
    ("N needed for target", (w / target)**2, "(count)"),
    ("fine-pixel information / (N/w^2)", fine_ratio, "(ratio)"),
    ("bound with N and w unknown", sd_unknown, "nm"),
    ("centroid SD, exact count average", centroid_sd, "nm"),
    ("centroid SD, simulated", simulated_sd, "nm"),
    ("low-count test: N", small_N, "(count)"),
    ("low-count bound w/sqrt(N)", w / np.sqrt(small_N), "nm"),
    ("low-count likelihood shift h", shift, "nm"),
    ("low-count ratio moment, count sums", ratio_sum, "(ratio)"),
    ("low-count ratio moment, formula", ratio_formula, "(ratio)"),
    ("low-count bound from finite shift h", finite_shift_sd, "nm"),
    ("low-count SD of T_r, r=x0, simulated", reference_sds[0], "nm"),
    ("low-count SD of T_r, r=x0+w, simulated", reference_sds[1], "nm"),
    ("low-count centroid SD, given n>=1", small_centroid_sd, "nm"),
    ("low-count bound, given n>=1", conditional_bound, "nm"),
    ("low-count empty-record probability", np.exp(-small_N), "(ratio)"),
    ("empty-record fallback minus x0", fallback - x0, "nm"),
    ("bias from empty-record fallback", empty_bias, "nm"),
    ("bias from fallback, simulated", filled.mean() - x0, "nm"),
    ("pixel information / (N/w^2)", pixel_ratio, "(ratio)"),
    ("leading pixel loss p^2/(12w^2)", pixel_loss, "(ratio)"),
    ("bound with pixels", 1 / np.sqrt(pixel_info), "nm"),
    ("cut record: right end minus x0", cut_edges[-1] - x0, "nm"),
    ("cut-record bound, N and w known", sd_cut_known, "nm"),
    ("cut-record bound, N and w unknown", sd_cut_unknown, "nm"),
    ("flat background yield", flat_yield, "electrons/primary"),
    ("flat background density", flat, "1/nm"),
    ("background information / (N/w^2)",
     background_info / ideal_information, "(ratio)"),
    ("bound with background", background_sd, "nm"),
    ("same, N, w and background unknown", background_unknown_sd, "nm"),
    ("bound with bunching and pixels", bunched_sds[0], "nm"),
    ("bound with bunching, background, pixels", bunched_sds[1], "nm"),
    ("last bound / ideal bound", bunched_sds[1] / bound, "(ratio)"),
    ("skewed peak left width", left_width, "nm"),
    ("skewed peak right width", right_width, "nm"),
    ("centroid minus mode of skewed peak", skew_bias, "nm"),
    ("skew bias / ideal bound", skew_bias / bound, "(ratio)"),
]
for label, value, unit in rows:
    print(f"{label}: {value:.5g} {unit}")
print("checks complete")
```

Running it gives:

```
peak standard deviation w: 2 nm
peak full width at half maximum: 4.7096 nm
pixel width: 0.8 nm
beam current: 10 pA
dwell time per pixel and frame: 20 ns
number of frames: 16 (count)
primary electrons per pixel: 19.973 (count)
excess yield at peak: 1 electrons/primary
expected peak electrons N: 125.16 (count)
position information N/w^2: 31.29 1/nm^2
position bound w/sqrt(N): 0.17877 nm
position bound w/sqrt(N), converted: 178.77 pm
target standard deviation: 0.1 nm
N needed for target: 400 (count)
fine-pixel information / (N/w^2): 0.99979 (ratio)
bound with N and w unknown: 0.17879 nm
centroid SD, exact count average: 0.17949 nm
centroid SD, simulated: 0.17973 nm
low-count test: N: 3 (count)
low-count bound w/sqrt(N): 1.1547 nm
low-count likelihood shift h: 1 nm
low-count ratio moment, count sums: 1.344 (ratio)
low-count ratio moment, formula: 1.3445 (ratio)
low-count bound from finite shift h: 0.86257 nm
low-count SD of T_r, r=x0, simulated: 1.1539 nm
low-count SD of T_r, r=x0+w, simulated: 1.6315 nm
low-count centroid SD, given n>=1: 1.3156 nm
low-count bound, given n>=1: 1.1256 nm
low-count empty-record probability: 0.049787 (ratio)
empty-record fallback minus x0: 5 nm
bias from empty-record fallback: 0.24894 nm
bias from fallback, simulated: 0.24923 nm
pixel information / (N/w^2): 0.98684 (ratio)
leading pixel loss p^2/(12w^2): 0.013333 (ratio)
bound with pixels: 0.17996 nm
cut record: right end minus x0: 2 nm
cut-record bound, N and w known: 0.23095 nm
cut-record bound, N and w unknown: 0.35179 nm
flat background yield: 0.5 electrons/primary
flat background density: 12.483 1/nm
background information / (N/w^2): 0.35931 (ratio)
bound with background: 0.29824 nm
same, N, w and background unknown: 0.29828 nm
bound with bunching and pixels: 0.20553 nm
bound with bunching, background, pixels: 0.41951 nm
last bound / ideal bound: 2.3466 (ratio)
skewed peak left width: 1.8 nm
skewed peak right width: 2.2 nm
centroid minus mode of skewed peak: 0.31915 nm
skew bias / ideal bound: 1.7853 (ratio)
checks complete
```
